# Central Height of a Shallow Buckled Beam Between Fixed Clamps, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the length condition to the height

### What dimensions and symmetry fix

A thin beam bridges two clamps a distance $L$ apart. It has thickness $t$, and it would be longer than the gap by a small fraction $\varepsilon$ if nothing held it. The clamps prescribe positions and slopes, and no external load acts. Young's modulus $E$ and the width $b$ then multiply the whole elastic energy as common factors. They cannot affect the shape that minimises it. The central height $h$ can therefore depend on $L$, $t$ and $\varepsilon$ alone, and $h/L$ is a function of $\varepsilon$ and $t/L$.

Small slopes restrict this function further. A deflection $w(x)$ with small slope $w'$ takes up extra length in proportion to $w'^2$. If all deflections are multiplied by a number $\lambda$, the length taken up grows by $\lambda^2$. Multiplying $\varepsilon$ by $\lambda^2$ and $t$ by $\lambda$ at the same time leaves the problem unchanged apart from a factor $\lambda^4$ in the energy; equation (4) below shows this explicitly. The combination $t^2/(\varepsilon L^2)$ is invariant under this change, and so is $h^2/(\varepsilon L^2)$. Hence

$$
\frac{h^2}{L^2}=\varepsilon\,\Phi\!\left(\frac{t^2}{\varepsilon L^2}\right),
\tag{1}
$$

with one unknown function $\Phi$. Reflection in the plane of the flat beam changes $w$ to $-w$ and leaves the energy alone, so the theory fixes $h^2$ and leaves the sign of the deflection open. The rest of the derivation finds $\Phi$.

### Setting and sign conventions

The coordinate $x$ runs from one clamp at $x=0$ to the other at $x=L$. The clamps are rigid:

$$
w(0)=w(L)=0,\qquad w'(0)=w'(L)=0 .
$$

A prime denotes $d/dx$. The relaxed length of the beam is $L(1+\varepsilon)$, and $\varepsilon>0$ means that the flat beam is compressed. The material is linearly elastic and the section is uniform. The beam is narrow enough to relax sideways, so its axial stress is $E$ times its axial elastic strain. Cross-sections stay normal to the centre line, which means that transverse shear is neglected. In what follows $h$ is the magnitude of the central deflection; the mirror state has the same energy.

### Stretching energy

Label each material point by its position $x$ in the uniformly compressed flat state. When the beam deflects, the point moves by $u(x)$ along the beam and by $w(x)$ across it. An element $dx$ then has length

$$
ds=\sqrt{(1+u')^2+w'^2}\,dx\approx\left(1+u'+\tfrac12 w'^2\right)dx .
$$

Here $u'$ counts as the same order as $w'^2$, and terms of fourth order in the slope are dropped. The relaxed length of the same element is $(1+\varepsilon)dx$. To leading order its remaining compression is

$$
s(x)=\varepsilon-u'-\tfrac12w'^2 .
$$

The clamps require $u(0)=u(L)=0$, so $\int_0^L u'\,dx=0$. The mean compression is therefore independent of $u$:

$$
\bar s=\frac1L\int_0^L s\,dx=\varepsilon-Q,\qquad
Q=\frac{1}{2L}\int_0^L w'^2\,dx .
\tag{2}
$$

The number $Q$ is the fractional extra length of the deflected centre line. Indeed, the contour length of a curve $w(x)$ is $\int_0^L\sqrt{1+w'^2}\,dx\approx L(1+Q)$. The inequality $0\le 1+\tfrac12q-\sqrt{1+q}\le q^2/8$, valid for $q\ge0$, shows how good this is. With $q=w'^2$, the error in the extra length is at most one quarter of the largest $w'^2$, relative to $LQ$.

The stretching energy is $\tfrac12EA\int s^2dx$, where $A=bt$ is the area of the cross-section. Splitting $s$ into its mean and the remainder gives

$$
\int_0^L s^2dx=L\bar s^{\,2}+\int_0^L(s-\bar s)^2dx ,
$$

since the cross term integrates to zero. The least energy for a given $w$ has $s=\bar s$ everywhere. This state is reachable: it needs $u'=Q-\tfrac12w'^2$, whose integral over the span vanishes by the definition of $Q$. Physically, the material slides along the beam until the axial force is uniform. From here on $s$ denotes this uniform value, $s=\varepsilon-Q$.

### Bending energy

Let $z$ be the height above the centre line. A fibre at $z$ is lengthened by the additional strain $-zw''$, because a beam that curves upward has its shorter fibres on top. The total elastic strain of the fibre is $-(s+zw'')$. Its energy, integrated over the section, is

$$
\frac E2\int(s+zw'')^2dA=\frac{EA}{2}s^2+\frac{EI}{2}w''^2,
\qquad I=\int z^2dA=\frac{bt^3}{12}.
\tag{3}
$$

The cross term $s w''\int z\,dA$ vanishes because $z$ is measured from the middle of the section. Division of the total energy $U$ by $EA$, with $I/A=t^2/12$, gives

$$
\frac{U}{EA}=\frac L2(\varepsilon-Q)^2+\frac{t^2}{24}\int_0^Lw''^2dx .
\tag{4}
$$

The replacement $w\to\lambda w$, $t\to\lambda t$, $\varepsilon\to\lambda^2\varepsilon$ multiplies both terms by $\lambda^4$, as the opening argument stated.

Equation (4) shows the competition. Deflection raises $Q$ and relieves compression, but it costs curvature. It remains to find how cheaply, in terms of bending, the beam can store a given extra length.

### The cheapest shape for a given extra length

Consider the slope $v=w'$. The clamps impose three conditions on it:

$$
v(0)=0,\qquad v(L)=0,\qquad \int_0^Lv\,dx=w(L)-w(0)=0 .
$$

Since $v(0)=v(L)$, the slope can be continued periodically without a jump. It then has a Fourier series with wave numbers $k_n=2\pi n/L$, and its constant term is absent because the mean is zero:

$$
v=\sum_{n=1}^{\infty}\left(a_n\cos k_nx+b_n\sin k_nx\right).
$$

The absence of a jump also means that the Fourier coefficients of $v'$ follow by differentiating term by term: the integration by parts that relates them leaves no boundary term. The squares of sines and cosines average to one half over the span, so

$$
\int_0^Lv^2dx=\frac L2\sum_n(a_n^2+b_n^2),\qquad
\int_0^Lv'^2dx=\frac L2\sum_nk_n^2(a_n^2+b_n^2).
$$

Every $k_n$ is at least $k_1=2\pi/L$. Therefore

$$
\int_0^Lw''^2dx\ \ge\ \frac{4\pi^2}{L^2}\int_0^Lw'^2dx
=\frac{4\pi^2}{L^2}\,2LQ .
\tag{5}
$$

Multiplication by $t^2/24$ turns this into a lower bound on the bending term of (4):

$$
\frac{t^2}{24}\int_0^Lw''^2dx\ \ge\ \varepsilon_cLQ,\qquad
\varepsilon_c=\frac{8\pi^2}{24}\frac{t^2}{L^2}=\frac{\pi^2t^2}{3L^2}.
\tag{6}
$$

Equality requires that all terms with $n\ge2$ vanish. The condition $v(0)=0$ then gives $a_1=0$, and $v=b_1\sin(2\pi x/L)$. Integration from the left clamp yields

$$
w=\frac{b_1L}{2\pi}\left(1-\cos\frac{2\pi x}{L}\right).
$$

At the centre the bracket equals 2, so $w(L/2)=b_1L/\pi$. Calling this height $h$ gives $b_1=\pi h/L$ and

$$
w(x)=\frac h2\left(1-\cos\frac{2\pi x}{L}\right),\qquad
w'(x)=\frac{\pi h}{L}\sin\frac{2\pi x}{L}.
\tag{7}
$$

The cosine profile is thus a result of the minimisation and not an assumed trial shape.

### How much length goes into the arch

The bound (6) inserted into (4) gives

$$
\frac{U}{EAL}\ \ge\ \frac12(\varepsilon-Q)^2+\varepsilon_cQ .
$$

Completing the square in $Q$ turns the right side into

$$
\frac12\left[Q-(\varepsilon-\varepsilon_c)\right]^2
+\varepsilon_c\varepsilon-\frac12\varepsilon_c^2 .
\tag{8}
$$

As a check, the terms of (8) without $Q$ add up to $\tfrac12\varepsilon^2$, and the term linear in $Q$ is $-(\varepsilon-\varepsilon_c)Q$, as required.

By its definition $Q$ cannot be negative. If $\varepsilon\le\varepsilon_c$, expression (8) is least at $Q=0$, which means $w'=0$ and a flat beam. If $\varepsilon>\varepsilon_c$, it is least at

$$
Q=\varepsilon-\varepsilon_c .
\tag{9}
$$

The shape (7) attains the bound, so these are global minima of the energy (4). Above threshold the two signs of (7) are the only minimisers, since any other shape lies strictly above the bound. The strain $\varepsilon_c$ is therefore the buckling threshold.

Equation (9) also gives the compression that is left in the arch: $s=\varepsilon-Q=\varepsilon_c$. Once the beam has buckled, further mismatch goes into contour length and the axial force stays at its threshold value $EA\varepsilon_c$, within shallow theory.

### The length condition and the height

For the shape (7) the extra length follows from (2). The mean of $\sin^2$ over the span is one half, so

$$
Q=\frac{1}{2L}\left(\frac{\pi h}{L}\right)^2\frac L2=\frac{\pi^2h^2}{4L^2}.
\tag{10}
$$

Equating (9) and (10) and taking the square root gives, for $\varepsilon\ge\varepsilon_c$,

$$
h=\frac{2L}{\pi}\sqrt{\varepsilon-\varepsilon_c}.
\tag{11}
$$

Insertion of $\varepsilon_c$ from (6) gives a form that is convenient for computation:

$$
h^2=\frac{4L^2\varepsilon}{\pi^2}-\frac{4t^2}{3}.
\tag{12}
$$

Comparison with (1) identifies $\Phi(y)=4/\pi^2-4y/3$ on the buckled side.

### Which length is conserved

Three lengths must be kept apart:

- the clamp distance, $L$;
- the contour length of the arch, $L(1+\varepsilon-\varepsilon_c)$;
- the relaxed length of the material, $L(1+\varepsilon)$.

When a compressed film is released between fixed clamps, the contour length is not conserved. It equals $L$ while the beam is flat, and it grows as the beam buckles. The relaxed length is what stays fixed, and the contour falls short of it by the retained compression. If the contour were set equal to the full relaxed length, the result would be $h=(2L/\pi)\sqrt\varepsilon$, without a threshold.

The phrase "conserved contour length" does apply to a beam whose clamps are pushed together. Let an initially unstressed beam of length $L_0$ have its clamp distance reduced to $L=L_0(1-\delta)$, with $\delta\ll1$. Its mismatch strain is

$$
\varepsilon=\frac{L_0}{L}-1=\frac{\delta}{1-\delta}\approx\delta .
$$

Past threshold its contour length is

$$
L(1+\varepsilon-\varepsilon_c)\approx L_0(1-\delta)(1+\delta-\varepsilon_c)\approx L_0(1-\varepsilon_c),
$$

where products of small strains are dropped. The result does not depend on $\delta$. The contour first shortens together with the gap; after buckling it stays fixed to leading order, and the arch rises to fit it into the shrinking gap. The height law is again (11), with $\varepsilon=\delta$ to leading order.

This statement was tested with an extensible beam free to rotate by finite angles, at $t/L_0=0.015$. Between end shortenings of 0.2% and 0.4%, the contour length changed by only 0.0004 of the change in clamp distance.

### Limits of the law

Just above threshold the height rises as a square root, so $dh/d\varepsilon=2L^2/(\pi^2h)$ diverges in the ideal model. Small imperfections therefore matter most there. Far above threshold, with $\varepsilon_c\ll\varepsilon\ll1$, the height tends to $(2L/\pi)\sqrt\varepsilon$ and no longer depends on thickness. For $\varepsilon\le\varepsilon_c$, including all tensile mismatch, the height is zero, and (11) must not be evaluated.

At fixed mismatch, buckling requires a clamp distance greater than $\pi t/\sqrt{3\varepsilon}$, which follows from setting $\varepsilon=\varepsilon_c$.

## 2. Stability, a silicon-dioxide bridge and corrections

### Symbols and results carried over

The clamp distance is $L$, the thickness $t$, the width $b$ and the compressive mismatch strain $\varepsilon$. The deflection $w(x)$ has central height $h$ and takes up the fractional extra length $Q=(1/2L)\int w'^2dx$. The remaining compression is $s=\varepsilon-Q$. With $A=bt$ and $I=bt^3/12$, the shallow-beam energy is

$$
\frac{U}{EA}=\frac L2(\varepsilon-Q)^2+\frac{t^2}{24}\int_0^Lw''^2dx .
$$

Above $\varepsilon_c=\pi^2t^2/(3L^2)$ its minimum is $w=(h/2)[1-\cos(2\pi x/L)]$ with $h=(2L/\pi)\sqrt{\varepsilon-\varepsilon_c}$, and there $s=\varepsilon_c$.

### Other equilibria and why they are unstable

A numerical solver may converge to an equilibrium that is not the minimum. To recognise such states, replace $w$ by $w+\alpha\eta$, where $\eta$ satisfies the clamp conditions, and set the derivative of the energy at $\alpha=0$ to zero. Since $dQ/d\alpha=(1/L)\int w'\eta'dx$, this gives

$$
\frac{t^2}{12}\int_0^Lw''\eta''dx=s\int_0^Lw'\eta'dx .
\tag{13}
$$

Integration by parts, with $\eta=\eta'=0$ at the clamps, gives the differential equation

$$
\frac{t^2}{12}w''''+s\,w''=0 .
\tag{14}
$$

Each buckled equilibrium thus has a compression $s$ equal to one of the discrete values for which (14) has a nonzero clamped solution. The choice $\eta=w$ in (13), together with inequality (5), shows that $s\ge\varepsilon_c$, with equality for the first mode alone.

Take an equilibrium $w$ with $s>\varepsilon_c$, and let $\eta$ now be the first mode. Equation (13) holds for $w$ with compression $s$. It holds also for $\eta$ with compression $\varepsilon_c$ and $w$ as the variation. The left sides are equal, so subtraction gives

$$
(s-\varepsilon_c)\int_0^Lw'\eta'dx=0 .
$$

The integral must vanish, and by (13) so does $\int w''\eta''dx$. When $\alpha\eta$ is added to $w$, the extra lengths and the bending energies therefore simply add. With $Q_\eta$ the extra length of $\eta$, the energy changes by

$$
\frac{\Delta U}{EAL}=-(s-\varepsilon_c)\alpha^2Q_\eta+\frac12\alpha^4Q_\eta^2 .
\tag{15}
$$

This is negative for small nonzero $\alpha$, so the equilibrium is unstable. The argument covers the flat state above threshold as well, with $w=0$ and $s=\varepsilon$. The second buckling strain is 2.046 times the first, so an antisymmetric equilibrium exists whenever $\varepsilon/\varepsilon_c$ exceeds that ratio. A vanishing energy gradient is not sufficient evidence that a solver has found the stable arch.

The height of the ideal clamped arch is now known, and every other equilibrium above threshold has been shown to be unstable. What remains is to apply the law to a silicon-dioxide bridge and to estimate the surface stress, the sensitivity to the inputs and the corrections for real clamps, initial bow, finite slopes and finite width.
